The Homogeneous Coercive Field of a Landau Double Well

An electronic-structure calculation of a ferroelectric can yield a double well: the energy as a function of polarization, with two equal minima and a maximum between them. A device question follows at once: what field reverses the polarization? Two quick answers fail. If the system simply took the state of lowest energy, any field, however small, would reverse it, and there would be no hysteresis and no stored bit. If instead the well depth is divided by the polarization, the result has the units of a field, but for the quartic well treated here it lies 35% below the field at which the uniform state gives way. For a polarization that reverses uniformly, in a slowly changing field and without thermal agitation, the criterion is neither an energy difference nor an average slope. It is the loss of local stability. Real samples can reverse at lower fields by non-uniform routes, as discussed at the end.

**The model and its conventions**

Let P be the polarization along a fixed polar axis, the same at every point of the material, and let E be the macroscopic electric field inside the material along that axis. The energy per volume at fixed field is

f(P) = −aP²/2 + bP⁴/4 − EP, with a > 0 and b > 0. (1)

The first two terms are the zero-field energy f₀(P), measured from the nonpolar state P = 0. The last term favours polarization parallel to the field. With P in C/m² and f in J/m³, a has the unit J m/C² and b the unit J m⁵/C⁴. The product aP then has the unit J/(C m) = V/m, as a field must.

Strain and other internal coordinates are either held fixed or already relaxed at each P, so that their effect is contained in the energy curve, which (1) approximates by a quartic. The polarization may change its length and sign but may not rotate away from the axis.

Energy alone does not say how the system moves. We take the motion to be overdamped, with a friction coefficient γ > 0 and no thermal agitation:

γ dP/dt = −∂f/∂P = aP − bP³ + E. (2)

At constant field this gives df/dt = (∂f/∂P)(dP/dt) = −(∂f/∂P)²/γ ≤ 0. The system moves downhill and stops at a stationary point; it cannot climb a barrier. The field is changed slowly enough for P to follow its local minimum as long as that minimum exists.

**The two states at zero field**

For E = 0 the stationary points satisfy

−aP + bP³ = P(bP² − a) = 0. (3)

The solutions are P = 0 and P = ±P_s, where

P_s = √(a/b). (4)

The second derivative of (1) does not contain E, because the field term is linear in P:

f″(P) = −a + 3bP². (5)

At P = 0 it equals −a, so the nonpolar state is a maximum. At ±P_s it equals −a + 3a = 2a, so both polar states are minima. Their depth below the nonpolar state is

U = −f₀(P_s) = (a/2)(a/b) − (b/4)(a²/b²) = a²/(4b). (6)

**What a field does to the occupied well**

Start in the state P = −P_s and raise E from zero. Setting the derivative of (1) to zero gives the equation of state

E = g(P), where g(P) = −aP + bP³. (7)

Since g′(P) = f″(P), the locally stable states are those on the rising parts of the curve g(P). From (5), the slope changes sign at P = ±P_c, with

3bP_c² = a, so P_c = √(a/(3b)) = P_s/√3. (8)

Thus g rises for P < −P_c, falls between −P_c and P_c, and rises again for P > P_c. It has a local maximum at −P_c and a local minimum at P_c.

At small positive E there are three solutions of (7). Because g vanishes at −P_s, 0 and P_s, one solution lies between −P_s and −P_c, one between −P_c and 0, and one above P_s. The first is the minimum that the system occupies, the second is the top of the barrier, and the third is the opposite minimum.

The opposite minimum is lower for every E > 0. To see this, let the occupied minimum be at P = −p with p > 0. The even terms of (1) are equal at −p and +p, so

f(−p) − f(p) = 2Ep > 0. (9)

The point +p is already lower than the occupied state, and the minimum on the positive side is at least as low as that point. Nevertheless the barrier top still separates the two, and motion governed by (2) cannot cross it. The occupied state is metastable: stable against small changes of P, though not the state of lowest energy.

For weak fields its response is linear. Differentiating (7) gives dE/dP = f″, hence

dP/dE = 1/f″(P), which equals 1/(2a) at P = −P_s. (10)

The occupied minimum therefore starts at −P_s and moves towards −P_c. As it does so, f″ falls from 2a to zero and the response grows without limit.

**The coercive field**

The largest field for which the negative minimum can exist is the value of g at its local maximum:

E_c = g(−P_c) = aP_c − bP_c³. (11)

The signs follow from P = −P_c: the term −aP becomes +aP_c, and bP³ becomes −bP_c³. By (8), bP_c² = a/3, so bP_c³ = aP_c/3 and

E_c = aP_c − aP_c/3 = (2/3)aP_c. (12)

Inserting P_c = √a/√(3b) gives

E_c = 2a^(3/2) / (3√(3b)). (13)

For E > E_c no stationary state with negative P remains. On the whole range P ≤ P_c, the function g does not exceed E_c, so (7) has no solution there. For P > P_c, g rises steadily from −E_c to infinity, so there is one solution, and it is positive. The right side of (2), which equals E − g(P), is positive all the way up to that solution. The polarization must therefore reverse.

Changing the signs of both P and E leaves (1) unchanged. A state that starts at +P_s consequently loses stability at −E_c, and the loop is symmetric.

**The same field from merging roots**

The instability can also be read as the meeting of two stationary points, the occupied minimum and the barrier top. When they merge at P = −q, with q > 0, the cubic equation of state has a double root there and a third root r:

bP³ − aP − E = b(P + q)²(P − r). (14)

Expanding the right side gives

b[P³ + (2q − r)P² + (q² − 2qr)P − q²r]. (15)

There is no P² term on the left, so r = 2q. The coefficient of P then gives b(q² − 4q²) = −3bq² = −a, hence q = P_c. The constant term gives

E = bq²r = 2bP_c³ = 2b[a/(3b)]^(3/2) = 2a^(3/2)/(3√(3b)), (16)

in agreement with (13). This route also supplies the state reached after the jump. At the threshold the remaining minimum is at

P = 2P_c = 2P_s/√3 ≈ 1.155P_s. (17)

The polarization lands above its zero-field magnitude because the field is still on. When the field is removed, it relaxes to P_s.

**From a computed double well to a field**

A calculation supplies U and P_s more directly than a and b. From (4), b = a/P_s². Inserting this into (6) gives U = aP_s²/4, and therefore

a = 4U/P_s², b = 4U/P_s⁴. (18)

With P_c = P_s/√3, equation (12) becomes

E_c = (2/3)(4U/P_s²)(P_s/√3) = 8U/(3√3 P_s) ≈ 1.54 U/P_s. (19)

The factor has a geometrical meaning. The zero-field energy rises by U while P changes by P_s, so U/P_s is the average slope between the well and the central maximum. But g(P) is the local slope f₀′(P), and E_c is its largest value on that interval. The field must overcome the steepest part of the climb, not the average.

This reading survives when the calculated curve is not a quartic. Suppose that f₀ has one minimum on each side of a single central maximum. Under (2), with E in place and P starting in the negative well, P keeps rising wherever E > f₀′(P). Reversal therefore requires a field above the largest slope between that well and the centre. If the slope has more than one local maximum there, the occupied minimum can be lost at a lower field, with P jumping to a smaller negative value; it is the largest slope that decides reversal. Equation (19) replaces this search only if (1) describes the curve well, particularly near −P_c, where the slope is steepest. A fit that reproduces U and P_s can still give a wrong slope between them.

One more convention matters when the well is computed along a lattice displacement at zero field. P is then the polarization that accompanies the displacement, without the part that the field adds by shifting the electrons directly. If the electronic susceptibility does not depend on the displacement, the added energy is the same at every P, and the threshold is unchanged. The total polarization, however, responds more strongly than (10) states and lands above the value (17).

For the quartic, (19) also shows how input errors propagate. To first order, the relative change of E_c is the relative change of U minus that of P_s. A well depth that is 10% too large, at fixed P_s, makes E_c 10% too large.

**A worked example**

Take round model parameters: a well depth of 20 meV per cell, a cell volume of 64 Å³ and P_s = 0.30 C/m². The depth per volume is

U = (0.020 × 1.602×10⁻¹⁹ J)/(64×10⁻³⁰ m³) = 5.01×10⁷ J/m³.

Equation (18) then gives

a = 4 × 5.007×10⁷/0.30² = 2.23×10⁹ J m/C²,

b = 4 × 5.007×10⁷/0.30⁴ = 2.47×10¹⁰ J m⁵/C⁴.

The limit of stability is P_c = 0.30/√3 = 0.173 C/m². With a = 2.225×10⁹ J m/C² and P_c = 0.1732 C/m², equation (12) gives

E_c = (2/3) × 2.225×10⁹ × 0.1732 = 2.57×10⁸ V/m = 2.57 MV/cm.

The average slope U/P_s is 1.67×10⁸ V/m. At that field the uniform state would still be metastable.

The threshold was also found without (13), by integrating the overdamped motion and bisecting on the field that reverses P. Constant fields of the two signs, applied to the opposite well, give +2.57×10⁸ and −2.57×10⁸ V/m, as the numerical output shows. The steepest slope of the energy curve, obtained by finite differences, has the same magnitude.

At half the coercive field, 1.28×10⁸ V/m, the three stationary points are at −0.265, −0.060 and 0.326 C/m². The first is the occupied minimum. The linear response (10) would have put it at

−0.300 + 1.285×10⁸/(2 × 2.225×10⁹) = −0.271 C/m².

The actual shift is larger because the well softens as P moves towards −P_c. The remaining barrier is 1.74×10⁷ J/m³, or 0.347 of the original depth U. Half the coercive field has thus removed about two thirds of the barrier.

**How the barrier vanishes**

The last figure can be understood by expanding about the point of instability. Write P = −P_c + δ and E = E_c − ε, with small ε > 0. At −P_c, g equals E_c, its first derivative is zero, and its second derivative is 6bP = −6bP_c. To leading order,

∂f/∂P = g(P) − E ≈ ε − 3bP_cδ². (20)

The stationary points are δ = ±δ₀, with δ₀ = √(ε/(3bP_c)). The slope of (20) is −6bP_cδ, which is positive for δ < 0. Hence −δ₀ is the minimum and +δ₀ is the barrier top. The barrier height is the integral of (20) between them:

Δf ≈ 2εδ₀ − 2bP_cδ₀³ = 2εδ₀ − (2/3)εδ₀ = (4/3)εδ₀, (21)

where 3bP_cδ₀² = ε was used in the second term.

To compare this with U, set ε = E_c(1 − h), where h = E/E_c. From (8), 3bP_c = a/P_c, and from (12), E_c = 2aP_c/3. Therefore

δ₀ = √(εP_c/a) = P_c√[2(1 − h)/3]. (22)

Since aP_c² = a²/(3b) = 4U/3, equation (21) becomes

Δf ≈ (4/3)(2/3)√(2/3) aP_c²(1 − h)^(3/2) = (32/27)√(2/3) U(1 − h)^(3/2) ≈ 0.968 U(1 − h)^(3/2). (23)

At h = 1/2 this gives 0.342U, within 2% of the computed 0.347U, although the expansion is justified only near h = 1. Closer to the threshold, at h = 0.99, equation (22) places the minimum at −0.1732 × (1 + 0.0816) = −0.187 C/m². The motion integrated at that field settles at −0.187 C/m². At 1.01E_c it settles instead at 0.347 C/m², close to the landing value 2P_c = 0.346 C/m². A change of 2% of E_c in the field separates the two outcomes.

The vanishing curvature also limits how fast the field may be swept. Linearizing (2) about the occupied minimum gives a relaxation rate f″/γ, which tends to zero at the threshold. At any finite sweep rate P lags behind, and the reversal is completed at a field above E_c. For slow sweeps the excess grows as the 2/3 power of the rate. It is small only when the field changes little, compared with E_c, during the time γ/a: with the rate measured in aP_s per γ/a, P crosses zero about 1% above E_c at a rate of 10⁻⁴ and about 22% above at 10⁻².

**A depolarizing field**

In a capacitor with imperfect screening, the field inside the ferroelectric differs from the applied one. In the simplest linear description,

E = E_a − λP, with λ > 0, (24)

where E_a is the contribution controlled by the applied voltage and λ measures the incomplete screening. Substitution in (7) gives

E_a = −(a − λ)P + bP³. (25)

This is the original equation of state with a replaced by a − λ. If λ < a and E_a is the controlled quantity, the derivation above can be repeated with this one change:

E_a,c = 2(a − λ)^(3/2)/(3√(3b)) = E_c(1 − λ/a)^(3/2). (26)

For λ = 0.1a the applied coercive field is 0.9^(3/2) = 0.85 of E_c. The reduction has a direct cause: while P is negative, −λP is positive and helps the applied field to reverse it. For λ ≥ a the uniform double well is gone, and this model has no uniform remanent state. Equation (13) therefore applies when the field inside the material is the controlled quantity; when E_a is controlled, the threshold is (26). In the second case it is not enough to ask whether the internal field has reached E_c. At P = −P_c, where the internal field equals E_c, the slope of (25) is λ > 0, so the state is still stable. Against uniform changes it loses stability only at P = −√((a − λ)/(3b)), where the internal field is below E_c. Between these two points f″ is negative and only the depolarizing term holds the state; in a real film a laterally modulated change of P can meet a weaker depolarizing field and become unstable earlier.

**Temperature and the limits of the result**

In mean-field theory near a continuous transition, one may take a = α(T₀ − T), with α > 0, and b constant. Below T₀, equation (13) then gives E_c ∝ (T₀ − T)^(3/2), while (4) gives P_s ∝ (T₀ − T)^(1/2). The coercive field vanishes faster than the polarization because E_c is proportional to aP_s. A double well computed for nuclei at rest gives a single value of a and does not contain this temperature dependence. If b is negative and a sixth-order term stabilizes the energy, the condition f″ = 0 must be solved anew; (13) does not apply.

The most important restriction is uniformity. In the example, the barrier at half the coercive field is 0.347 × 20 meV = 6.9 meV per cell. Uniform reversal of N cells must cross N times this energy, so thermal activation of a large volume in this manner is strongly suppressed. A real sample need not reverse uniformly. A small reversed region can form at a defect or an electrode, and existing domain walls can move. Both routes can reverse the polarization at fields below E_c, so (13) should not be read as the prediction of a measured loop. Nor does the model say whether a sample can withstand a field of this size without electrical breakdown.

Rotation of the polarization can likewise open a path that the one-component energy does not contain. The state at −P may become unstable against a sideways displacement before its curvature along the axis vanishes. A calculation that restricts P to a line cannot reveal this; the curvature in the other directions has to be checked as well.

Finally, (13) is a result for a slow sweep. With some friction, a slowly swept polarization stays close to its minimum until that minimum disappears, so inertia does not shift the threshold. If instead the field is switched on suddenly and damping is weak, the polarization starts away from its new minimum and gains kinetic energy on the way down. It may then pass a barrier that would have stopped the overdamped motion. Within the uniform, one-component, overdamped model without thermal agitation, and with the internal field as the controlled quantity, the slow-sweep threshold is (13).

Values computed for the example and the checks

```
Well depth per cell: 20.0 meV
Cell volume: 64.0 cubic angstrom
Zero-field polarization P_s: 0.3000 C/m^2
Well depth U: 5.0068e+07 J/m^3
Coefficient a: 2.2252e+09 J m/C^2
Coefficient b: 2.4725e+10 J m^5/C^4
Stability limit P_c: 0.1732 C/m^2
Coercive field E_c, formula: 2.5695e+08 V/m
Coercive field E_c, formula: 2.569 MV/cm
Upward threshold from motion: 2.5695e+08 V/m
Downward threshold from motion: -2.5695e+08 V/m
Steepest slope of energy curve: 2.5695e+08 V/m
Average slope U/P_s: 1.6689e+08 V/m
Steepest over average slope: 1.5396 (no unit)
Landing polarization 2 P_c: 0.3464 C/m^2
Half coercive field: 1.2847e+08 V/m
Metastable P at E_c/2: -0.2654 C/m^2
Barrier-top P at E_c/2: -0.0602 C/m^2
Stable P at E_c/2: 0.3255 C/m^2
Barrier left at E_c/2: 1.7388e+07 J/m^3
Barrier at E_c/2 over U: 0.3473 (no unit)
Settled P at 0.99 E_c: -0.1872 C/m^2
Settled P at 1.01 E_c: 0.3468 C/m^2
```
